# Electrostatic, Pauli and orbital terms of a Hartree-Fock bond energy

A metal fragment A and a ligand B form a complex AB. Each fragment is first held at the geometry it has in the complex and described by its own Hartree-Fock determinant, $\Phi_A$ or $\Phi_B$, with energy $E_A$ or $E_B$. The complex has the Hartree-Fock energy $E_{AB}$. The problem is to divide the interaction energy

$$\Delta E_{\rm int}=E_{AB}-E_A-E_B$$

into the steps of the Morokuma-Ziegler scheme and to find what can be said about their signs.

**Conventions.** Nuclei are clamped, orbitals are real, and formulas are in atomic units. The basis of the complex is the union of the fragment bases, with overlap matrix $S$. For spin $s=\alpha,\beta$ the density matrix is $P_s$. In traces and in $J[P]$, a density matrix without a spin label is the sum $P=P_\alpha+P_\beta$. As the argument of the energy $E[P]$ or of a Fock matrix $F_s[P]$, and as a member of a set, $P$ stands for the pair $(P_\alpha,P_\beta)$. The one-electron matrix is $h=t+v_A+v_B$: kinetic energy plus attraction to the nuclei of A and of B. The Coulomb and exchange matrices are

$$J[P]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)P_{\lambda\sigma},\qquad K[P_s]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\lambda|\nu\sigma)P_{s,\lambda\sigma}.$$

A determinant of orthonormal orbitals has the energy

$$E[P]={\rm Tr}\,hP+\tfrac12{\rm Tr}\,PJ[P]-\tfrac12\sum_s{\rm Tr}\,P_sK[P_s]+V_{nn},\tag{1}$$

where $V_{nn}$ is the nuclear repulsion. Fragment matrices are padded with zeros to the size of the full basis.

## (a) The frozen charge distributions

**Question.** Give electrons $1,\dots,N_A$ to A and the rest to B, and take the product $\Phi_A\Phi_B$ without exchanging electrons between fragments. How far does its energy lie from $E_A+E_B$?

**Solution.** With this assignment the full Hamiltonian is $H=H_A+H_B+V_{AB}$. Here $H_A$ contains the electrons and nuclei of A alone, $H_B$ those of B, and $V_{AB}$ every Coulomb interaction between a particle of A and one of B. The factors are normalized, so $H_A$ and $H_B$ contribute $E_A$ and $E_B$.

In the product state, the probability density of finding an A electron at $\mathbf r_1$ and a B electron at $\mathbf r_2$, summed over such pairs, is $\rho_A(\mathbf r_1)\rho_B(\mathbf r_2)$. The electron repulsion in $V_{AB}$ therefore gives ${\rm Tr}\,P_AJ[P_B]$, with no exchange integral and no factor $\tfrac12$, since each A-B pair occurs once. Adding the other attractions and repulsions gives

$$\Delta E_{\rm elst}={\rm Tr}\,P_Av_B+{\rm Tr}\,P_Bv_A+{\rm Tr}\,P_AJ[P_B]+V_{nn}^{AB}.\tag{2}$$

This is the classical interaction of two rigid charge distributions. It includes their interpenetration, so it is not a multipole expansion.

## (b) Restoring antisymmetry

**Question.** The product violates the Pauli principle for exchanges between A and B. Antisymmetrize and normalize it. What is its density matrix when orbitals of A and B overlap?

**Solution.** Antisymmetrizing over all electrons produces, up to a factor, one determinant built from all occupied spin orbitals of both fragments. For spin $s$, collect their coefficients as columns of $C_s$. These columns are orthonormal within each fragment but not between fragments.

If the columns are replaced by $C_sM$ with an invertible matrix $M$, the determinant is multiplied by $\det M$. Normalization removes this number, so the state depends on the occupied span alone. The overlap matrix $O_s=C_s^TSC_s$ is positive definite when the orbitals are linearly independent. With $M=O_s^{-1/2}$,

$$(C_sM)^TS(C_sM)=O_s^{-1/2}O_sO_s^{-1/2}=1.$$

The orbitals are now orthonormal, and

$$P^0_s=C_sMM^TC_s^T=C_s\,(C_s^TSC_s)^{-1}C_s^T.\tag{3}$$

Equation (1) applies, and the energy of the antisymmetrized fragment state is $E^0=E[P^0]$.

## (c) The Pauli term

**Question.** Define $\Delta E_{\rm Pauli}=E^0-E_A-E_B-\Delta E_{\rm elst}$. Express it through density matrices. Does it have a definite sign?

**Solution.** Put $Q_s=P_{A,s}+P_{B,s}$ and $D_s=P^0_s-Q_s$. The matrix $D$ is the density change caused by orthogonalization.

First insert $Q$ into (1), treated as a polynomial. The terms containing A alone add up to $E_A$, and those containing B alone to $E_B$. The nuclear repulsion between the fragments is $V_{nn}^{AB}$, and the mixed one-electron terms are ${\rm Tr}\,P_Av_B+{\rm Tr}\,P_Bv_A$. The mixed Coulomb terms are $\tfrac12({\rm Tr}\,P_AJ[P_B]+{\rm Tr}\,P_BJ[P_A])={\rm Tr}\,P_AJ[P_B]$, because the integrals are symmetric. The exchange terms combine in the same way. Hence

$$E[Q]=E_A+E_B+\Delta E_{\rm elst}+X,\qquad X=-\sum_s{\rm Tr}\,P_{A,s}K[P_{B,s}].\tag{4}$$

Next insert $Q+D$. The symmetry of the integrals turns the two mixed terms of each quadratic form into one, cancelling the factor $\tfrac12$. With the Fock matrix $F_s[P]=h+J[P]-K[P_s]$,

$$E[Q+D]=E[Q]+\sum_s{\rm Tr}\,F_s[Q]D_s+\tfrac12{\rm Tr}\,DJ[D]-\tfrac12\sum_s{\rm Tr}\,D_sK[D_s].\tag{5}$$

There are no higher terms, since (1) is quadratic. Subtracting $E_A+E_B+\Delta E_{\rm elst}$ leaves

$$\Delta E_{\rm Pauli}=X+\sum_s{\rm Tr}\,F_s[Q]D_s+\tfrac12{\rm Tr}\,DJ[D]-\tfrac12\sum_s{\rm Tr}\,D_sK[D_s].\tag{6}$$

The part $X$ has a definite sign. Each pair of equal-spin orbitals $\phi_i$ on A and $\phi_j$ on B contributes minus the integral

$$\iint\frac{f(\mathbf r_1)f(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\tilde f(\mathbf k)|^2\ge0,\qquad f=\phi_i\phi_j,$$

where $\tilde f$ is the Fourier transform of $f$. So $X\le0$.

The whole Pauli term has no such bound. If all equal-spin occupied orbitals of A and B are orthogonal, then $C_s^TSC_s=1$, $D=0$ and $\Delta E_{\rm Pauli}=X\le0$. The familiar repulsion between filled shells must therefore come from the orthogonalization part, when that part is positive and outweighs $X$.

## (d) The orbital term and its sign

**Question.** Let the orbitals relax from $P^0$ to the final self-consistent state, with $\Delta E_{\rm orb}=E_{AB}-E^0$. Show that the three terms add up to $\Delta E_{\rm int}$. What sign can $\Delta E_{\rm orb}$ have?

**Solution.** By the definitions,

$$\Delta E_{\rm elst}+\Delta E_{\rm Pauli}+\Delta E_{\rm orb}=(E^0-E_A-E_B)+(E_{AB}-E^0)=\Delta E_{\rm int}.\tag{7}$$

For the sign, let $\mathcal V$ be the set of density-matrix pairs allowed in the final unrestricted calculation:

$$P_sSP_s=P_s,\qquad {\rm Tr}\,P_sS=N_s.$$

The fragment state belongs to this set. Equation (3) gives

$$P^0_sSP^0_s=C_sO_s^{-1}(C_s^TSC_s)O_s^{-1}C_s^T=C_sO_s^{-1}C_s^T=P^0_s,$$

and ${\rm Tr}\,P^0_sS={\rm Tr}\,O_s^{-1}O_s=N_s$. If $E_{AB}$ is the minimum of $E[P]$ over $\mathcal V$, it cannot exceed the value at one member of $\mathcal V$:

$$E_{AB}=\min_{P\in\mathcal V}E[P]\le E[P^0]=E^0\quad\Longrightarrow\quad\Delta E_{\rm orb}\le0.\tag{8}$$

The proof uses two conditions.

1. $P^0$ must be admissible in the final calculation: the complex basis must span both fragment bases, the electron numbers of each spin must agree, and any symmetry or spin restriction must be obeyed by $P^0$ too. Two closed-shell fragments give $P^0_\alpha=P^0_\beta$, so (8) then also holds for a restricted minimum.
2. The final state must be the minimum. A weaker condition suffices: the final state was reached from $P^0$ with no net rise in energy. Self-consistency alone guarantees neither, because it establishes a stationary point, which may lie above $E^0$.

The statement that orbital relaxation is never positive is thus a theorem about minimization, and it can fail when either condition is dropped without a substitute. Part (g) gives a case.

## (e) When is the orbital term strictly negative?

**Question.** Find the first-order energy change when occupied orbitals of $P^0$ are mixed with empty ones.

**Solution.** Take orthonormal occupied orbitals $c_i$ and virtual orbitals $c_a$ for $P^0$, separately for each spin. An orthogonal rotation with real amplitudes $\kappa_{ai}$ starts as

$$c_i(t)=c_i+t\sum_a\kappa_{ai}c_a+O(t^2).$$

Differentiating $P_s=\sum_ic_ic_i^T$ at $t=0$ gives

$$\dot P_s=\sum_{ai}\kappa_{ai}(c_ac_i^T+c_ic_a^T).$$

The linear term of (5), now taken about $P^0$, gives $\dot E=\sum_s{\rm Tr}\,F_s[P^0]\dot P_s$. Since $F_s$ is symmetric, both terms of $\dot P_s$ contribute equally:

$$\left.\frac{dE}{dt}\right|_0=2\sum_s\sum_{ai}F_{ai}\kappa_{ai},\qquad F_{ai}=c_a^TF_s[P^0]c_i.\tag{9}$$

Choose $\kappa_{ai}=-F_{ai}$, using the numerical value of $F_{ai}$ in hartree so that $t$ has no unit. The slope becomes $-2\sum F_{ai}^2$. If any element $F_{ai}$ is nonzero, a small enough rotation lowers the energy, and the minimum lies strictly below $E^0$. Equality in (8) requires $P^0$ to be a minimizer itself.

For Li + H at 1.6 Å in the def2-SVP basis, the formula and a finite difference of the energy both give a slope of $-0.02224$ hartree. The fragment state is therefore not self-consistent there.

## (f) Relaxation energy from one averaged Fock matrix

**Question.** Express $\Delta E_{\rm orb}$, without truncation, through the total density change $\Delta_s=P_s-P^0_s$, where $P_s$ now denotes the final state.

**Solution.** Use (5) with $Q\to P^0$ and $D\to\Delta$:

$$\Delta E_{\rm orb}=\sum_s{\rm Tr}\,F_s[P^0]\Delta_s+\tfrac12{\rm Tr}\,\Delta J[\Delta]-\tfrac12\sum_s{\rm Tr}\,\Delta_sK[\Delta_s].$$

The Fock matrix is linear in the density apart from the constant $h$, so

$$F_s[P^0+\tfrac12\Delta]=F_s[P^0]+\tfrac12J[\Delta]-\tfrac12K[\Delta_s].$$

Multiplying by $\Delta_s$, taking the trace and summing over spin reproduces the previous line:

$$\Delta E_{\rm orb}=\sum_s{\rm Tr}\,\Delta_s\,F_s\!\left[\tfrac12(P^0+P)\right].\tag{10}$$

This is the transition-state form. It has no remainder in Hartree-Fock because $E[P]$ is quadratic. If $\Delta_s$ and the averaged Fock matrix are block diagonal in a symmetry-adapted orthonormal basis, the trace splits into one contribution per symmetry. The bound (8) applies to their sum, not to each contribution.

## (g) Lithium hydride: a check and a failure

**Question.** Take Li with two $\alpha$ electrons and one $\beta$ electron, and H with one $\beta$ electron. Examine the terms at 1.6 and 5.0 Å. What happens if the final state is forced to be restricted?

**Solution.** With four electrons, the energies in (a) and (b) can also be found by summing over electron permutations: those within fragments for the product state, and all 24 for the determinant. The electrostatic and Pauli terms agree with these sums to the printed digits.

At 1.6 Å, in kJ/mol,

$$-28.0+44.5-159.1=-142.6.$$

At 5.0 Å the electrostatic term is $-0.113$ and the Pauli term $-0.001$ kJ/mol. Hydrogen has no $\alpha$ electron, so only the $\beta$ spin contributes to (6). Both parts of the Pauli term are negative here: $X$ is about $-0.0002$ and the orthogonalization part about $-0.0010$ kJ/mol. The negative sign of the orthogonalization part belongs to the small basis: with aug-cc-pVTZ this part is about $+0.0002$ kJ/mol and outweighs $X$, which is then about $-0.00006$ kJ/mol. Terms this small should not be interpreted without varying the basis.

An unrestricted calculation started from $P^0$ gives $\Delta E_{\rm orb}=-0.165$ kJ/mol at 5.0 Å. The restricted one gives $+255.4$ kJ/mol. The restriction demands $P_\alpha=P_\beta$, whereas $P^0$ has two $\alpha$ electrons on Li and one $\beta$ electron on each atom. Condition 1 of (d) is violated.

The same state also illustrates condition 2. When $P_\alpha=P_\beta$, the two Fock matrices are equal, and restricted self-consistency makes the occupied-virtual block vanish for each spin. Its largest element is indeed about $10^{-8}$ hartree. By (9) the restricted state is stationary in the unrestricted set as well, yet it lies far above a member of that set.

At 1.6 Å both calculations give $-159.1$ kJ/mol, although the restricted one again violates condition 1. The conditions are thus sufficient for $\Delta E_{\rm orb}\le0$ but not necessary.

The partition also depends on the chosen fragments. Starting from Li$^+$ and H$^-$ at 1.6 Å gives, in kJ/mol,

$$-849.0+156.5-87.0=-779.5.$$

The final molecule is the same. The totals differ by $779.5-142.6=636.9$ kJ/mol, the energy of the ions above the atoms at this level. That gap is too large for two reasons of similar weight: def2-SVP has no diffuse functions for the hydride ion, and Hartree-Fock theory omits the correlation between its two electrons. With def2-QZVP on Li and aug-cc-pVTZ on H the Hartree-Fock gap is about 548 kJ/mol, and the correlation energy of H$^-$ lowers it to about 445 kJ/mol. The small basis also affects the separate terms. The hydride ion alone gains 82.4 kJ/mol when it is given the empty basis functions of lithium, but this amount cannot simply be subtracted from the orbital term. With both ions computed in the basis of the whole molecule, the electrostatic, Pauli and orbital terms become $-771.5$, $172.4$ and $-98.0$ kJ/mol, and with the larger basis just named they are $-736.0$, $163.4$ and $-117.6$ kJ/mol. The mainly orbital bond of the first partition has become mainly electrostatic in the second, so neither label belongs to the molecule alone.

## (h) The alane-ammonia bond

**Question.** Apply the partition to H$_3$Al–NH$_3$, a small model of amine-alane precursors for aluminium films, and obtain its bond energy at the HF/def2-SVP level.

**Solution.** The staggered adduct has the chosen bond lengths Al–N 2.10, Al–H 1.60 and N–H 1.01 Å, with angles N–Al–H 99° and Al–N–H 111°. It is not a fully optimized minimum. Both fragments are closed-shell, so a restricted final state is compatible with (8).

The electrostatic term is a small remainder of large numbers:

$$36.155340-72.311375+36.059926=-0.096109\ \text{hartree},$$

or $-252.3$ kJ/mol. The entries are nuclear repulsion, electron-nucleus attraction and electron repulsion between the fragments.

The exchange and orthogonalization parts of the Pauli term give

$$-187.25+374.52=187.27\ \text{kJ/mol}.$$

Here orthogonalization costs about twice what exchange returns.

The orbital term follows from the energies of the final and the fragment determinants:

$$-299.753326-(-299.722497)=-0.030829\ \text{hartree},$$

or $-80.94$ kJ/mol. Equation (10) gives the same value. The sum is

$$\Delta E_{\rm int}=-252.34+187.27-80.94=-146.01\ \text{kJ/mol}.$$

Moving the rigid fragments apart changes the terms as follows, in kJ/mol:

| Al–N (Å) | elst | Pauli | orbital | sum |
|---|---:|---:|---:|---:|
| 2.10 | −252.3 | 187.3 | −80.9 | −146.0 |
| 2.50 | −117.3 | 48.3 | −48.4 | −117.4 |
| 3.00 | −54.1 | 8.9 | −26.8 | −72.0 |

The Pauli term falls fastest. This fits (6): $X$ contains products of orbitals on different fragments, and $D$ vanishes when their overlaps vanish.

The frozen terms together, electrostatic plus Pauli, give $-69.0$ kJ/mol at 2.50 Å and $-65.1$ kJ/mol at 2.10 Å. Contraction between these distances thus costs about 4 kJ/mol in the frozen terms, while the orbital term gains 32.6 kJ/mol. Both amounts depend strongly on the basis (def2-TZVP gives about 21 and 51 kJ/mol), but their order is the same. Relaxation is what makes the shorter of these two distances favourable, although it supplies just 24% of the sum of the two attractive terms at 2.10 Å. A share of the energy at one distance does not tell which term drives a change of distance.

To obtain a bond energy, the fragments must be relaxed after separation. Let $\Delta E_{\rm prep}$ be the energy needed to deform the free fragments to their shapes in the adduct. The energy of the adduct relative to the relaxed fragments is $\Delta E_{\rm int}+\Delta E_{\rm prep}$, so

$$D_{\rm bond}=-(\Delta E_{\rm int}+\Delta E_{\rm prep}).$$

Taking free AlH$_3$ as planar and free NH$_3$ as pyramidal, the preparation energies are 18.21 and 0.34 kJ/mol. Hence

$$D_{\rm bond}=146.01-18.21-0.34\approx127.5\ \text{kJ/mol}\quad(0.0485\ \text{hartree}).$$

Nearly all the preparation energy belongs to alane, which changes from planar to pyramidal and stretches its Al–H bonds from 1.58 to 1.60 Å.

One part of this value is an artefact of the finite basis. In the complex, each fragment can use its partner's basis functions, an option it lacked when isolated. Recomputing each fragment with the partner's functions but without its nuclei and electrons lowers the energies by 1.21 kJ/mol for AlH$_3$ and 15.31 kJ/mol for NH$_3$. This counterpoise estimate of 16.5 kJ/mol reduces the bond energy to about 111 kJ/mol. It cannot be assigned to one term. If the partition is repeated with fragment orbitals from the full basis, the frozen terms rise from about $-65$ to about $-34$ kJ/mol, while the orbital term falls from $-80.9$ to $-95.4$ kJ/mol.

The negative sign of $\Delta E_{\rm orb}$ is therefore secure under the conditions of (d), but its size, like that of the frozen terms, depends on the basis in which the fragments are described. The bond energy itself leaves out electron correlation, zero-point motion and temperature, and refers to the chosen adduct geometry. The remaining values are in the numerical output.

## Table of computed values

```
Conversion: 1 hartree = 2625.4996 kJ/mol; basis def2-svp
E(Li atom) = -7.425066 hartree
E(H atom) = -0.499278 hartree
LiH at 1.6 angstrom, fragments Li + H, kJ/mol:
  elst -28.017; by permutations -28.017
  Pauli 44.499; by permutations 44.499
  orbital term, unrestricted final state -159.122
  orbital term, restricted final state -159.122
  slope dE/dt: formula -0.022237, finite difference -0.022237 hartree
  same molecule, fragments Li+ and H-, kJ/mol:
  elst -849.0, Pauli 156.5, orbital -87.0
LiH at 5.0 angstrom, fragments Li + H, kJ/mol:
  elst -0.113; by permutations -0.113
  Pauli -0.001; by permutations -0.001
  orbital term, unrestricted final state -0.165
  orbital term, restricted final state 255.437
  slope dE/dt: formula -0.000049, finite difference -0.000049 hartree
  restricted state: largest occ-virt Fock element 9.1e-09 hartree
H3Al-NH3, staggered, chosen geometry:
  Al-N 2.10, Al-H 1.60, N-H 1.01 angstrom
  N-Al-H 99, Al-N-H 111 degrees
  E(AlH3, frozen) = -243.548959 hartree
  E(NH3, frozen) = -56.148755 hartree
  E(fragment determinant) = -299.722497 hartree
  E(final SCF state) = -299.753326 hartree
  elst parts: nuclei-nuclei 36.155340 hartree
    electrons-nuclei -72.311375 hartree
    electrons-electrons 36.059926 hartree
  Pauli parts: exchange -187.25 kJ/mol
    orthogonalization 374.52 kJ/mol
  orbital term by averaged Fock matrix -80.94 kJ/mol
Al-N (angstrom): elst, Pauli, orbital, sum (kJ/mol)
  2.10: -252.34, 187.27, -80.94, -146.01
  2.50: -117.33, 48.31, -48.36, -117.38
  3.00: -54.09, 8.85, -26.78, -72.03
Orbital share of elst + orbital at 2.10 angstrom: 24.3 percent
Free AlH3 (planar): Al-H 1.580 angstrom
Free NH3: N-H 1.006 angstrom, N-H to axis 68.1 degrees
Preparation: AlH3 18.21, NH3 0.34 kJ/mol
Bond energy D = 127.45 kJ/mol = 0.04854 hartree
Superposition gain: AlH3 1.21, NH3 15.31 kJ/mol
Counterpoise-corrected D = 110.94 kJ/mol
```
